# Does weakly scattered laser light acquire the atom's natural linewidth?: a program that tests the result

```python
"""
Result under test: a weakly driven two-level atom scatters elastically.
The emitted spectrum is the incident spectrum times the atomic Lorentzian;
a monochromatic laser therefore gives a line without natural width.
At finite saturation s the elastic fraction is 1/(1+s), and the first
inelastic correction is a product of two Lorentzians.

Symbols (rates and angular frequencies in units of Gamma, unless stated):
Gamma  population decay rate = natural full width at half maximum (FWHM)
rabi   Rabi frequency;  delta = laser minus atomic frequency
nu     emitted minus laser frequency;  s = saturation parameter
deph   extra decay rate of the coherence (pure dephasing)
Spectra are normalized so that their integral is the excited population.
"""
import numpy as np
from scipy.linalg import eigh, expm
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar

GAMMA = 1.0
HALF = GAMMA / 2
LOWER = np.array([[0, 1], [0, 0]], complex)   # basis order: ground, excited
RAISE = LOWER.conj().T
EXCITED = RAISE @ LOWER
ONE = np.eye(2)


def dissipator(jump):
    number = jump.conj().T @ jump
    return (np.kron(jump, jump.conj())
            - 0.5 * np.kron(number, ONE) - 0.5 * np.kron(ONE, number.T))


def master(delta, rabi, deph=0.0):
    """Generator of the master equation and its stationary state."""
    ham = -delta * EXCITED + rabi / 2 * (RAISE + LOWER)
    gen = -1j * (np.kron(ham, ONE) - np.kron(ONE, ham.T))
    gen = gen + dissipator(np.sqrt(GAMMA) * LOWER)
    gen = gen + dissipator(np.sqrt(2 * deph) * EXCITED)
    system = gen.copy()
    system[0] = ONE.flatten()
    rho = np.linalg.solve(system, np.array([1, 0, 0, 0], complex))
    return gen, rho.reshape(2, 2)


def populations(delta, rabi, deph=0.0):
    """Excited population and its elastic part |<lowering operator>|^2."""
    rho = master(delta, rabi, deph)[1]
    return rho[1, 1].real, abs(rho[1, 0])**2


def inelastic_function(delta, rabi, deph=0.0):
    """Inelastic spectrum from two-time correlations, all orders in rabi."""
    gen, rho = master(delta, rabi, deph)
    start = rho @ RAISE - np.trace(rho @ RAISE) * rho
    # start has zero trace: removing the stationary mode changes nothing
    reduced = gen - np.outer(rho.flatten(), ONE.flatten())

    def spectrum(nu):
        x = np.linalg.solve(-1j * nu * np.eye(4) - reduced, start.flatten())
        return np.trace(LOWER @ x.reshape(2, 2)).real / np.pi
    return spectrum


def saturation(delta, rabi):
    return rabi**2 / 2 / (delta**2 + HALF**2)


def weak_inelastic(nu, delta, rabi):
    s = saturation(delta, rabi)
    return (s**2 * HALF * (HALF**2 + delta**2) / np.pi
            / ((nu - delta)**2 + HALF**2) / ((nu + delta)**2 + HALF**2))


def peak_and_width(x, y):
    keep = y > 0.1 * y.max()
    curve = CubicSpline(x[keep], np.log(y[keep]))
    fine = np.linspace(x[keep][0], x[keep][-1], 40001)
    values = np.exp(curve(fine))
    above = fine[values > values.max() / 2]
    return fine[values.argmax()], above[-1] - above[0]


# ---- One photon on an atom coupled to two equal channels of modes ----
# The atom sees only the symmetric combination of the channels.
spacing = 0.05
modes = spacing * np.arange(-800, 801)        # measured from atomic frequency
hamiltonian = np.diag(np.append(modes, 0.0))
hamiltonian[-1, :-1] = np.sqrt(GAMMA * spacing / (2 * np.pi))
hamiltonian[:-1, -1] = hamiltonian[-1, :-1]
energies, vectors = eigh(hamiltonian)
arrival, final_time, centre = 40.0, 100.0, 1.5
packets = []
for width_in in (0.2, 10.0):
    sigma = width_in / np.sqrt(8 * np.log(2))
    photon = np.exp(-(modes - centre)**2 / (4 * sigma**2)
                    + 1j * modes * arrival)
    photon = photon / np.linalg.norm(photon)
    evolved = vectors @ (np.exp(-1j * energies * final_time)
                         * (vectors.T @ np.append(photon, 0)))
    free = photon * np.exp(-1j * modes * final_time)
    side = abs((evolved[:-1] - free) / 2)**2
    predicted = abs(photon)**2 * HALF**2 / (modes**2 + HALF**2)
    # finite mode band shifts the resonance slightly: about one per cent
    assert np.max(abs(side - predicted)) < 0.03 * predicted.max()
    assert abs(evolved[-1])**2 < 1e-6
    packets.append((width_in, *peak_and_width(modes, side), side.sum()))
assert abs(packets[0][1] - centre) < 0.02
assert abs(packets[0][2] / packets[0][0] - 1) < 0.03
assert abs(packets[1][1]) < 0.05
assert abs(packets[1][2] / GAMMA - 1) < 0.05


# ---- Stationary laser with a diffusing phase, from time-domain moments ----
def diffusing_spectrum(nu, delta, rabi, laser_half):
    mixed = (-0.5j * rabi) / (HALF + laser_half - 1j * delta)
    population = (-1j * rabi * np.conj(mixed)).real / GAMMA
    drift = np.array([[1j * delta - HALF, -0.5j * rabi], [0, -laser_half]])
    start = np.array([population, np.conj(mixed)])
    return np.linalg.solve(-1j * nu * np.eye(2) - drift, start)[0].real / np.pi


def emitted_width(laser_width):
    a2, b2 = HALF**2, (laser_width / 2)**2
    return 2 * np.sqrt((np.sqrt((a2 + b2)**2 + 4 * a2 * b2) - a2 - b2) / 2)


for nu in (-2.0, -0.8, 0.0, 0.3, 1.7):
    product = (0.05**2 / 4 / ((nu + 0.8)**2 + HALF**2)
               * 0.3 / np.pi / (nu**2 + 0.3**2))
    assert np.isclose(diffusing_spectrum(nu, 0.8, 0.05, 0.3), product,
                      rtol=1e-8)
laser_widths = (0.01, 0.1, 1.0, 10.0, 100.0)
for width in laser_widths:
    top = diffusing_spectrum(0, 0, 0.05, width / 2)
    side_value = diffusing_spectrum(emitted_width(width) / 2, 0, 0.05,
                                    width / 2)
    assert np.isclose(side_value / top, 0.5, rtol=1e-6)

# ---- Stationary populations and elastic fraction at any drive strength ----
for delta, rabi in ((0, 0.1), (0.7, 0.5), (-2, 3.0)):
    s = saturation(delta, rabi)
    total, elastic = populations(delta, rabi)
    assert np.isclose(total, s / (2 * (1 + s)), rtol=1e-9)
    assert np.isclose(elastic / total, 1 / (1 + s), rtol=1e-9)


# ---- Cancellation of the natural width in the two-time correlation ----
def correlation_parts(delta, rabi, tau):
    gen, rho = master(delta, rabi)
    move = expm(gen * tau)
    from_excited = np.array([[0, 0], [rho[1, 1], 0]])
    from_ground = np.array([[rho[0, 1], 0], [0, 0]])
    return [np.trace(LOWER @ (move @ part.flatten()).reshape(2, 2))
            for part in (from_excited, from_ground)]


for delta, tau in ((0.0, 2.0), (0.7, 1.3), (-1.5, 4.0)):
    total, elastic = populations(delta, 0.01)
    first, second = correlation_parts(delta, 0.01, tau)
    decay = np.exp((1j * delta - HALF) * tau)
    assert abs(first - total * decay) < 2e-3 * total
    assert abs(second - elastic * (1 - decay)) < 2e-3 * total
    assert abs(first + second - elastic) < 2e-3 * total

# ---- First inelastic correction: shape, area, width and peak positions ----
for delta in (0.0, 0.4, 1.5):
    exact = inelastic_function(delta, 0.01)
    for nu in (-2.5, -1.5, -0.3, 0.0, 0.6, 1.5):
        assert np.isclose(exact(nu), weak_inelastic(nu, delta, 0.01),
                          rtol=3e-3)
rabi = 0.1
s = saturation(0, rabi)
total, elastic = populations(0, rabi)
exact = inelastic_function(0, rabi)
area = quad(exact, -np.inf, np.inf, epsabs=1e-12, limit=200)[0]
assert np.isclose(area, s**2 / (2 * (1 + s)**2), rtol=1e-5)
width_exact = 2 * brentq(lambda x: exact(x) - exact(0) / 2, 0.05, 2)
width_weak = GAMMA * np.sqrt(np.sqrt(2) - 1)
width_tiny_drive = inelastic_function(0, 0.01)
assert np.isclose(width_tiny_drive(width_weak / 2) / width_tiny_drive(0), 0.5,
                  rtol=2e-3)
far = 3.0
far_spectrum = inelastic_function(far, rabi)
peaks = [minimize_scalar(lambda x: -far_spectrum(x), bounds=limits,
                         method="bounded", options={"xatol": 1e-8}).x
         for limits in ((-4, -2), (2, 4))]
peak_weak = np.sqrt(far**2 - HALF**2)
assert abs(peaks[0] + peak_weak) < 0.01 and abs(peaks[1] - peak_weak) < 0.01
far_total, far_elastic = populations(far, rabi)

# ---- Pure dephasing leaves a broad part even for vanishing drive ----
deph = 0.25
coherence_decay = HALF + deph
deph_total, deph_elastic = populations(2.0, 0.01, deph)
assert np.isclose(deph_elastic / deph_total, GAMMA / (GAMMA + 2 * deph),
                  rtol=1e-3)
deph_spectrum = inelastic_function(2.0, 0.01, deph)
for nu in (-3.5, -2.0, -1.25, 0.0):
    lorentz = coherence_decay / np.pi / ((nu + 2.0)**2 + coherence_decay**2)
    assert np.isclose(deph_spectrum(nu), (deph_total - deph_elastic) * lorentz,
                      rtol=3e-3)

# ---- Scattered power while the laser frequency is scanned ----
for drive in (0.1, 1.0):
    top = populations(0, drive)[0]
    scan_width = 2 * brentq(lambda d: populations(d, drive)[0] - top / 2,
                            0.01, 10)
    assert np.isclose(scan_width, GAMMA * np.sqrt(1 + 2 * drive**2), rtol=1e-8)
    if drive == rabi:
        scan_example = scan_width

# ---- Worked example and printed numbers ----
linewidth_mhz = 10.0
gamma_per_second = 2 * np.pi * linewidth_mhz * 1e6
print("EXAMPLE, laser on resonance")
print(f"natural linewidth Gamma/2pi = {linewidth_mhz:.1f} MHz")
print(f"decay rate Gamma = {gamma_per_second:.4e} 1/s")
print(f"excited-state lifetime = {1e9 / gamma_per_second:.2f} ns")
print(f"Rabi frequency = {rabi:.2f} Gamma")
print(f"saturation parameter s = {s:.4f}")
print(f"excited population = {total:.6f}")
print(f"scattering rate = {gamma_per_second * total:.4e} photons/s")
print(f"elastic fraction = {100 * elastic / total:.3f} %")
print(f"inelastic fraction = {100 * (1 - elastic / total):.3f} %")
print(f"inelastic FWHM, full solution = {width_exact:.4f} Gamma")
print(f"inelastic FWHM, weak-drive formula = {width_weak:.4f} Gamma")
print(f"inelastic FWHM, full = {width_exact * linewidth_mhz:.3f} MHz")
print(f"FWHM of scattered power in laser scan = {scan_example:.4f} Gamma")
print("DETUNED CASE, same Rabi frequency")
print(f"detuning = {far:.1f} Gamma")
print(f"saturation parameter = {saturation(far, rabi):.4e}")
print(f"inelastic fraction = {100 * (1 - far_elastic / far_total):.4f} %")
print(f"inelastic peaks, full: {peaks[0]:.4f}, {peaks[1]:.4f} Gamma")
print(f"inelastic peaks, weak formula: +/-{peak_weak:.4f} Gamma")
print("CORRELATION / population, Rabi 0.01 Gamma, on resonance")
weak_population = populations(0, 0.01)[0]
for tau in (0.0, 2.0, 6.0):
    first, second = (part.real / weak_population
                     for part in correlation_parts(0, 0.01, tau))
    print(f"Gamma*tau={tau:.0f}: decaying {first:.4f}, "
          f"rebuilt {second:.4f}, sum {first + second:.4f}")
print("WEAK STATIONARY LASER on resonance, FWHM in Gamma")
for width in laser_widths:
    print(f"laser {width:.2f} -> emitted {emitted_width(width):.6f}")
print("SINGLE-PHOTON PACKETS, frequencies from atomic line, in Gamma")
print(f"centre of both incident packets = {centre:.2f}")
for width_in, peak, width_out, probability in packets:
    print(f"FWHM in {width_in:.2f}: out {width_out:.4f}, peak {peak:.4f}")
    print(f"  side-channel probability = {probability:.4f}")
print("PURE DEPHASING, detuning 2 Gamma, Rabi 0.01 Gamma")
print(f"dephasing rate = {deph:.2f} Gamma")
print(f"elastic fraction = {100 * deph_elastic / deph_total:.2f} %")
print(f"FWHM of broad part = {2 * coherence_decay:.2f} Gamma")
print("OK")
```

Running it gives:

```
EXAMPLE, laser on resonance
natural linewidth Gamma/2pi = 10.0 MHz
decay rate Gamma = 6.2832e+07 1/s
excited-state lifetime = 15.92 ns
Rabi frequency = 0.10 Gamma
saturation parameter s = 0.0200
excited population = 0.009804
scattering rate = 6.1600e+05 photons/s
elastic fraction = 98.039 %
inelastic fraction = 1.961 %
inelastic FWHM, full solution = 0.6541 Gamma
inelastic FWHM, weak-drive formula = 0.6436 Gamma
inelastic FWHM, full = 6.541 MHz
FWHM of scattered power in laser scan = 1.0100 Gamma
DETUNED CASE, same Rabi frequency
detuning = 3.0 Gamma
saturation parameter = 5.4054e-04
inelastic fraction = 0.0540 %
inelastic peaks, full: -2.9596, 2.9596 Gamma
inelastic peaks, weak formula: +/-2.9580 Gamma
CORRELATION / population, Rabi 0.01 Gamma, on resonance
Gamma*tau=0: decaying 1.0000, rebuilt 0.0000, sum 1.0000
Gamma*tau=2: decaying 0.3679, rebuilt 0.6321, sum 0.9999
Gamma*tau=6: decaying 0.0498, rebuilt 0.9501, sum 0.9998
WEAK STATIONARY LASER on resonance, FWHM in Gamma
laser 0.01 -> emitted 0.009999
laser 0.10 -> emitted 0.099024
laser 1.00 -> emitted 0.643594
laser 10.00 -> emitted 0.990242
laser 100.00 -> emitted 0.999900
SINGLE-PHOTON PACKETS, frequencies from atomic line, in Gamma
centre of both incident packets = 1.50
FWHM in 0.20: out 0.2005, peak 1.4913
  side-channel probability = 0.1022
FWHM in 10.00: out 1.0022, peak 0.0105
  side-channel probability = 0.1282
PURE DEPHASING, detuning 2 Gamma, Rabi 0.01 Gamma
dephasing rate = 0.25 Gamma
elastic fraction = 66.67 %
FWHM of broad part = 1.50 Gamma
OK
```
